# Comment on the absorptance of a monolayer on substrates and mirrors

## The argument under review

The argument runs as follows. A free-standing monolayer absorbs about 2 % of the light that falls on it at normal incidence. By the Beer–Lambert law this fraction is $\alpha d$, the absorption coefficient times the thickness. Both are properties of the layer, so the layer must absorb the same 2 % on glass, on a high-index crystal, or on any other transparent support. In front of a mirror the light passes through twice, so the layer must absorb 4 %, wherever the mirror stands.

The premise that the layer has a fixed optical response can be accepted for the purpose of this comment. The question is whether a fixed response implies a fixed absorbed fraction. The absorbed power depends on the electric field at the layer, while the fraction is referred to the incident wave alone. The argument needs the ratio of these two fields to be the same in all settings, and it never examines that ratio.

## What belongs to the layer

Let the light travel along $z$, with time factor $e^{-i\omega t}$, vacuum wave number $k_0=\omega/c$ and vacuum impedance $Z_0$. The layer has thickness $d$ and in-plane permittivity $\varepsilon$. If the field $E$ hardly varies across it, its polarization current, integrated over the thickness, is

$$K=-i\omega\varepsilon_0(\varepsilon-1)d\,E\equiv\sigma E .$$

Since $\omega\varepsilon_0Z_0=k_0$, the dimensionless sheet conductivity is

$$s\equiv Z_0\sigma=-ik_0d(\varepsilon-1),\qquad \mathrm{Re}\,s=k_0d\,\mathrm{Im}\,\varepsilon .$$

This $s$ is what I take to be the same in every setting. A real substrate can also screen the electron–hole attraction, or add disorder, and so alter $s$ itself. That is a separate effect, and the argument fails without it.

The comparison with $\alpha d$ is instructive. Write $\sqrt\varepsilon=n_\ell+i\kappa$. Then $\mathrm{Im}\,\varepsilon=2n_\ell\kappa$ and $\alpha=2k_0\kappa$, so

$$\mathrm{Re}\,s=2k_0d\,n_\ell\kappa=n_\ell\,\alpha d .$$

The absorptance of a free-standing layer with $|s|\ll1$ will turn out to be $\mathrm{Re}\,s$ to leading order. It therefore differs from $\alpha d$ by the factor $n_\ell$ even before a substrate is introduced. Beer–Lambert decay describes a single wave travelling inside a thick medium, and a layer much thinner than a wavelength contains no such isolated wave.

## The field at the layer

Place the sheet at $z=0$, with light coming from air at $z<0$. Let $E$ point along $x$ and $H$ along $y$. Faraday's law gives $\partial_zE=i\omega\mu_0H$, or, because $\omega\mu_0=k_0Z_0$,

$$Z_0H=\frac{1}{ik_0}\,\partial_zE .$$

A forward wave in a medium of index $n$ thus has $Z_0H=nE$, and a backward wave has $Z_0H=-nE$.

Across the sheet $E$ is continuous. The $x$ component of Ampère's law contains $-\partial_zH$, so the sheet current makes $H$ jump:

$$H(0^-)-H(0^+)=\sigma E .$$

Everything behind the sheet enters through one number, its input admittance $Y=Z_0H(0^+)/E$. For a semi-infinite medium of index $n$, $Y=n$; for air, $Y=1$. In front there are an incident wave $E_i$ and a reflected wave $rE_i$. The two conditions read

$$(1+r)E_i=E,\qquad (1-r)E_i=(Y+s)E .$$

Adding them removes $r$:

$$\frac{E}{E_i}=\frac{2}{1+Y+s}.$$

The heat produced per unit area is $\tfrac12\mathrm{Re}\,\sigma\,|E|^2$, and the incident power per unit area is $|E_i|^2/(2Z_0)$. Their ratio is the absorptance of the sheet:

$$A=\mathrm{Re}\,s\left|\frac{E}{E_i}\right|^2=\frac{4\,\mathrm{Re}\,s}{|1+Y+s|^2}. \tag{1}$$

Energy conservation provides a check. Dividing the two conditions gives $r=(1-Y-s)/(1+Y+s)$. With $w=Y+s$, the identity $|1+w|^2-|1-w|^2=4\,\mathrm{Re}\,w$ yields

$$1-|r|^2=\frac{4\,\mathrm{Re}\,s}{|1+Y+s|^2}+\frac{4\,\mathrm{Re}\,Y}{|1+Y+s|^2}. \tag{2}$$

The first term is the heat in the sheet. The second is the power that passes into whatever lies behind it.

## A transparent substrate

Let the substrate be lossless, of index $n$, and send no light back from its rear face. Setting $Y=n$ and $Y=1$ in (1) and dividing,

$$\frac{A_{\rm sub}}{A_{\rm free}}=\frac{|2+s|^2}{|1+n+s|^2}\;\longrightarrow\;\frac{4}{(1+n)^2}\qquad(|s|\ll1). \tag{3}$$

The reason is visible in the weak-sheet limit. Without the sheet, the structure behind it reflects with amplitude $r_b=(1-Y)/(1+Y)$, and

$$\frac{E}{E_i}\to\frac{2}{1+Y}=1+r_b .$$

For $n>1$, $r_b=(1-n)/(1+n)$ is negative. The reflected wave partly cancels the incident one at the surface, where the layer sits. This is what "local field" means here: the macroscopic tangential field at the sheet, not a field between neighbouring atoms.

Take $s=0.02$ at a photon energy of 2 eV. The free-standing sheet absorbs

$$A_{\rm free}=\frac{4(0.02)}{(2.02)^2}=1.96\ \%.$$

On $n=1.5$ the denominator becomes $(2.52)^2$ and $A=1.26$ %. The ratio is 0.6425, against the weak limit $4/(2.5)^2=0.64$. On $n=3.5$ the absorptance is 0.39 %, a ratio of 0.200 against the limit 0.198. The same layer has lost four fifths of its absorptance.

The direction of illumination matters too. If light arrives from index $n_1$ and leaves into $n_2$, the second boundary condition becomes $n_1(1-r)E_i=(n_2+s)E$. Adding $n_1$ times the first gives $E/E_i=2n_1/(n_1+n_2+s)$. The incident power now carries a factor $n_1$, so

$$A=\frac{\mathrm{Re}\,s}{n_1}\,\frac{4n_1^2}{|n_1+n_2+s|^2}=\frac{4n_1\,\mathrm{Re}\,s}{|n_1+n_2+s|^2}.$$

Exchanging the two media leaves the denominator unchanged. Light incident from inside the substrate is therefore absorbed $n$ times more strongly than light incident from air. For $n=1.5$ the two values are 1.89 % and 1.26 %. Even on one given substrate there is no single absorbed fraction.

This also shows what the assumption about the rear face excludes. Light returned by it would meet the sheet again from the substrate side. If its phase is averaged out, as in a thick plate, intensities add and the absorption rises. If it returns coherently, it changes $Y$, and the absorption can rise or fall, as the next section shows for a mirror.

## A mirror is not a second pass

Now put an ideal mirror at $z=L$ behind a lossless spacer of index $n_s$, with phase $\varphi=n_sk_0L$. The tangential field must vanish on the mirror, so in the spacer

$$E(z)=E(0)\,\frac{\sin[n_sk_0(L-z)]}{\sin\varphi}.$$

Its slope at the sheet is $-n_sk_0\cot\varphi\,E(0)$. Dividing by $ik_0E(0)$ gives

$$Y=i\,n_s\cot\varphi .$$

For a weak sheet, the absorptance relative to the free-standing value $\mathrm{Re}\,s$ is

$$\left|\frac{2}{1+Y}\right|^2=\frac{4}{1+n_s^2\cot^2\varphi}. \tag{4}$$

With the mirror in contact, $\varphi\to0$, this vanishes: the sheet lies at a node. At an optical distance of a quarter wave, $\varphi=\pi/2$, it equals 4 for any spacer index. The reflected wave then returns in phase, the field doubles, and the heat quadruples.

For an air gap, (4) reduces to $4\sin^2\varphi$, whose average over $\varphi$ is 2. The two-pass estimate is thus the phase-averaged answer for a weak sheet in front of an air gap. It adds intensities where fields have to be added, and at a definite distance it can be wrong in either direction.

For finite $s$ at the quarter-wave distance, $Y=0$ in (1) gives

$$\frac{A_{\rm mirror}}{A_{\rm free}}=\frac{|2+s|^2}{|1+s|^2}. \tag{5}$$

With $s=0.02$ this is $(2.02/1.02)^2=3.92$, and the absorptance is 7.69 %. The gain is nearly fourfold, and the reference is the free-standing layer. Relative to the layer on $n=1.5$ the gain is $(2.52/1.02)^2=6.10$. The vacuum wavelength is 619.9 nm, so the spacer is 155 nm thick in air and 103 nm thick at index 1.5.

## A metal mirror

A metal reflects with less than unit amplitude and with a phase other than $\pi$. Let its permittivity be $-20+1i$, a round model value, and its complex index $N$. Then $r_m=(1-N)/(1+N)$, with $|r_m|^2=0.979$ and $\arg r_m=-154.8^\circ$. Across an air gap $r_b=r_me^{2i\varphi}$, and for a weak sheet the enhancement is

$$|1+r_me^{2i\varphi}|^2=1+|r_m|^2+2|r_m|\cos(2\varphi+\arg r_m).$$

The first maximum lies at $\varphi=-\tfrac12\arg r_m=77.4^\circ$, short of $90^\circ$. The gap is $(77.4/360)\times619.9=133$ nm instead of 155 nm. Equivalently, the standing wave in the air, continued into the metal, would have its minimum behind the metal surface.

For $s=0.02$ the sheet absorbs 7.26 % at the quarter-wave gap and 7.61 % at the best gap, which are 3.70 and 3.88 times the free-standing value. The metal takes a further 2.03 % at the quarter-wave gap, the second term of (2). Reading the whole of $1-R=9.29$ % as monolayer absorption would overstate it by 28 %. Subtracting the loss of the bare mirror, $1-0.979=2.1$ %, leaves 7.18 %, about 1 % below the true sheet value. The subtraction is good here but not an identity, because the sheet changes the field at the metal.

## Strong sheets

The factors $4/(1+n)^2$ and 4 assume that the sheet barely disturbs the field. To see where this ends, let $s$ and $Y$ be real and put $M=1+Y$:

$$A=\frac{4s}{(M+s)^2},\qquad \frac{dA}{ds}=\frac{4(M-s)}{(M+s)^3}.$$

The maximum lies at $s=M$ and has the value $1/M$. As long as $Y$ is real, an imaginary part of $s$ can only lower $A$ at given $\mathrm{Re}\,s$, since it adds its square to the denominator. For complex $Y$ it can also raise $A$, by cancelling part of $\mathrm{Im}\,Y$. A free-standing sheet therefore absorbs at most 50 %, at $s=2$. On $n=1.5$ the limit is 40 %, at $s=2.5$. With the ideal quarter-wave mirror it is 100 %, at $s=1$.

A fourfold gain cannot persist up to these values, since a layer that absorbs 44.4 % when free-standing cannot absorb 178 %. By (5), at $s=1$ the gain is $(3/2)^2=2.25$. For $s\gg1+n$ the ratios (3) and (5) both approach 1: the current in the sheet then controls the field, and every setting lit from air with $|1+Y|\ll s$ gives $A\approx4/s$. A mirror at or near contact, where $|Y|$ diverges, is not among them. The claim of equal fractions is recovered in this limit, where the layer reflects nearly everything and absorbs little.

## An exciton line

Near an exciton resonance $s$ passes through a peak, so a single spectrum can leave the weak regime. Let the exciton polarization $P$ be driven by the field at the sheet, with resonance energy $E_0$ and non-radiative half-width $\gamma$. At photon energy $\hbar\omega$, with detuning $\Delta=\hbar\omega-E_0$, the response is

$$P\propto\frac{E}{E_0-\hbar\omega-i\gamma}=\frac{-E}{\Delta+i\gamma}.$$

The current is $K=-i\omega P$. Because $\Delta+i\gamma=i(\gamma-i\Delta)$, the factors of $i$ cancel, and with $\omega$ in the prefactor held constant over the line,

$$s=\frac{2g}{\gamma-i\Delta},\qquad \mathrm{Re}\,s=\frac{2g\gamma}{\gamma^2+\Delta^2}.$$

The positive energy $g$ measures the coupling to light. For real $Y$,

$$1+Y+s=\frac{(1+Y)(\gamma-i\Delta)+2g}{\gamma-i\Delta}=(1+Y)\,\frac{\gamma+g'-i\Delta}{\gamma-i\Delta},\qquad g'=\frac{2g}{1+Y}.$$

Inserting this in (1), the factor $\gamma^2+\Delta^2$ cancels:

$$A=\frac{4}{(1+Y)^2}\,\frac{2g\gamma}{\Delta^2+(\gamma+g')^2}. \tag{6}$$

For a free-standing layer $g'=g$, and the reflection amplitude $-s/(2+s)=-g/(\gamma+g-i\Delta)$ keeps the half-width $g$ when $\gamma=0$. Hence $g$ is the free-standing radiative half-width.

The surroundings change it for a simple reason. With no incident wave, the boundary conditions give $(1+Y)E=-Z_0K$: the field that the exciton current produces at its own position, and against which it does work, scales as $1/(1+Y)$. A substrate therefore weakens both the driving of the exciton and its radiative damping.

From (6) the ratio of peak heights to the free-standing case is

$$\frac{4}{(1+Y)^2}\left(\frac{\gamma+g}{\gamma+g'}\right)^2 .$$

If $\gamma\gg g$ and $\gamma\gg g'$, the bracket tends to 1 and the simple factors return. If $\gamma\ll g$ and $\gamma\ll g'$, the bracket tends to $(g/g')^2=(1+Y)^2/4$ and the ratio tends to 1.

Take $g=1$ meV. For a broad line, $\gamma=20$ meV, the peak value is $s=0.1$. The peak absorptances are 9.1 % free-standing, 5.9 % on $n=1.5$ and 33.1 % with the ideal quarter-wave mirror. The ratios are 0.652 and 3.64, still close to 0.64 and 4.

For a narrow line, $\gamma=2$ meV, the peak value is $s=1$. The peaks are 44.4 %, 32.7 % and 100 %, with ratios 0.735 and 2.25. The full widths $2(\gamma+g')$ are 6.0, 5.6 and 8.0 meV. Complete absorption occurs because (6) with $Y=0$ has the peak value $8g\gamma/(\gamma+2g)^2$, and $(\gamma+2g)^2-8g\gamma=(\gamma-2g)^2$ vanishes at $\gamma=2g$.

Peak height and line area respond differently. A Lorentzian has an area of $\pi$ times its peak times its half-width, so area ratios follow from the products of peak and width. For the narrow line they are $32.65\times5.60/(44.44\times6.00)=0.69$ on the substrate and 3.0 with the mirror. A statement that the surroundings change "the absorption" by some factor must say which of the two is meant.

Equation (6) holds $Y$ fixed across the line. In the numerical output the gap phase follows the photon energy, and the mirror widths, 44.06 and 8.01 meV, stay within 0.2 % of the formula.

## Contrast is not absorptance

A measurement on glass is easily misjudged if a dip in transmission is read as absorption. Let $s$ be real, and let $T_0$ and $R_0$ refer to the bare substrate. The transmitted power is proportional to $|E|^2$, so to first order in $s$

$$1-\frac{T}{T_0}=1-\frac{(1+n)^2}{(1+n+s)^2}\approx\frac{2s}{1+n}.$$

For the reflected power,

$$\frac{R}{R_0}-1=\frac{(n-1+s)^2}{(n-1)^2}\,\frac{(n+1)^2}{(n+1+s)^2}-1\approx\frac{2s}{n-1}-\frac{2s}{n+1}=\frac{4s}{n^2-1}.$$

The second expansion also requires $s\ll n-1$. Neither contrast equals $A\approx4s/(1+n)^2$. For $n=1.5$ and $s=0.02$ the transmission contrast is 1.58 %, the reflection contrast 6.45 % and the absorptance 1.26 %. A real $s$ means $\mathrm{Re}\,\varepsilon=1$, which is far from a semiconductor monolayer. For $d=0.65$ nm and $\mathrm{Re}\,\varepsilon=20$ at 2 eV, $\mathrm{Im}\,s=-k_0d(\mathrm{Re}\,\varepsilon-1)=-0.125$. At the same $\mathrm{Re}\,s$ the absorptance stays at 1.26 %, but terms in $(\mathrm{Im}\,s)^2$ raise the transmission contrast to about 1.8 % and the reflection contrast to about 12 %.

The energy balance connects them. With $T_0=0.96$ and $R_0=0.04$, transmission falls by $0.96\times1.581=1.518$ % of the incident power and reflection rises by $0.04\times6.450=0.258$ %. The difference, 1.26 %, is the heat in the sheet. Reading the transmission contrast, 1.58 %, as absorptance overstates the true 1.26 % by about 25 % of the latter, in line with the first-order ratio $(1+n)/2=1.25$. For a free-standing layer with real $s\ll1$ the two agree to first order, and the same reading is harmless. If $s$ is complex, the transmission loss also contains the reflected power, which by (1) and the expression for $r$ is $|s|^2/(4\,\mathrm{Re}\,s)$ times the absorptance. For the exciton line above this factor is $g/(2\gamma)$ at every detuning, or 25 % for the narrow line, however small $|s|$ becomes in the wings. This holds for the bare resonance. A background permittivity adds a constant imaginary part to $s$ and makes the factor depend on detuning: with a background of $-0.1i$ it is 3.1 at $\Delta=-50$ meV and 0.065 at $\Delta=+10$ meV. For the layer with $s=0.02-0.125i$ it is 20 %.

## What should replace the argument

The layer carries its sheet conductivity $s$ from one setting to another, within the assumption that the setting leaves $s$ unchanged. The absorbed fraction has to be calculated each time from (1). A free-standing absorptance may be multiplied by $4/(1+n)^2$, or by 4 for an ideal quarter-wave mirror, only if $|s|\ll1$ throughout the spectral range used. The factor 4 also requires the spacer to stay close to a quarter wave over that range: for an air gap set at 2 eV, (4) gives 3.6 at 1.6 eV and 2.0 at 3 eV. Oblique incidence requires admittances that depend on angle and polarization, and is not covered here.

The sheet formulas were tested against slabs of finite thickness, for which the wave equation was integrated numerically and the Joule heat summed over the slab. For a slab 0.65 nm thick on $n=1.5$, with the same integrated conductivity $s=0.02$, both routes give 1.260 %. That slab has $\mathrm{Re}\,\varepsilon=1$; for $\mathrm{Re}\,\varepsilon=20$, (1) with $s=0.02-0.125i$ gives 1.257 %. The thin-sheet idealization is therefore not the source of the disagreement with the original argument. The remaining values are in the numerical output below.

## Calculated quantities

```
photon energy 2.0 eV, wavelength 619.9 nm
sheet s = 0.02
free-standing: A = 1.961 %
substrate n=1.5: A = 1.260 %, ratio to free 0.6425
  weak limit 4/(1+n)^2 = 0.6400
  lit from substrate side: A = 1.890 %
substrate n=3.5: A = 0.392 %, ratio to free 0.1997
  weak limit 4/(1+n)^2 = 0.1975
  lit from substrate side: A = 1.371 %
ideal mirror, quarter wave: A = 7.689 %
  ratio to free 3.922, to n=1.5 6.104
quarter wave in air 155.0 nm, in index 1.5 103.3 nm
slab 0.65 nm on n=1.5: A = 1.260 %, sheet formula 1.260 %
metal permittivity -20+1i: |r|^2 = 0.9790, arg r = -154.8 deg
metal, quarter wave 155.0 nm: sheet 7.261 %, metal 2.026 %, sheet/free 3.704
metal, best gap 133.3 nm: sheet 7.610 %, metal 2.023 %, sheet/free 3.881
maximum A, free: 50.00 % at s = 2.000
maximum A, n=1.5: 40.00 % at s = 2.500
maximum A, mirror: 100.00 % at s = 1.000
n=1.5, s=0.02: 1-T/T0 = 1.581 %, R/R0-1 = 6.450 %, A = 1.260 %
exciton: radiative half-width g = 1.0 meV (free-standing)
non-radiative half-width 20.0 meV, peak s = 0.10
  free: peak A 9.07 %, ratio 1.000, full width 42.00 meV, g' 1.00 meV
  n=1.5: peak A 5.92 %, ratio 0.652, full width 41.60 meV, g' 0.80 meV
  mirror: peak A 33.06 %, ratio 3.645, full width 44.06 meV, g' 2.00 meV
non-radiative half-width 2.0 meV, peak s = 1.00
  free: peak A 44.44 %, ratio 1.000, full width 6.00 meV, g' 1.00 meV
  n=1.5: peak A 32.65 %, ratio 0.735, full width 5.60 meV, g' 0.80 meV
  mirror: peak A 100.00 %, ratio 2.250, full width 8.01 meV, g' 2.00 meV
```
